# Surface stress from the stress tensor of a slab supercell, part 1

(Sections cited here and not found follow in the second part.)

A relaxed 16-layer fcc(001) slab of a model metal, with its in-plane lattice constant set 0.5 % too large, gives half the cell height times the in-plane stress as \(1.364\times10^{-3}\) Ha/bohr², or 2.124 N/m. The same product is \(1.184\times10^{-3}\) for 10 layers, \(1.244\times10^{-3}\) for 12 and \(1.304\times10^{-3}\) for 14. Each added layer contributes 0.0469 N/m, although layers added in the middle of a thick slab do not change its faces. The surface stress computed from energies alone is 1.374 N/m, so the 16-layer value is 54.6 % too large relative to it, and thickening the slab makes the result worse. The numerical check, supply all numbers used here.

## The quantity wanted

Units are Hartree atomic units and the temperature is zero. The slab has \(N\) layers with one atom per layer in a cell of area \(A\) and height \(c\), vacuum included, with volume \(\Omega=Ac\). Its two faces are equivalent. Indices \(\alpha,\beta\) are in-plane and \(z\) is the normal. A symmetric strain \(\varepsilon\) maps every vector as \(R_a\to R_a+\varepsilon_{ab}R_b\) and is measured from the current cell. The stress is \(\sigma_{ab}=\Omega^{-1}\partial E/\partial\varepsilon_{ab}\), so a positive stress is tensile: the energy rises on stretching. A code that reports a pressure-like tensor needs its sign reversed.

For a slab thick enough that its faces do not interact, the relaxed energy is a part proportional to \(N\) plus a constant:
\[
E_N(\varepsilon)=N e_b(\varepsilon)+2E_s(\varepsilon),\qquad E_s=\gamma A .
\]
Here \(e_b\) is the energy per atom in the state that the slab interior adopts, and the factor 2 counts the faces. The surface stress is the strain derivative of the excess energy per current area. Since the area changes as \(A\to A(1+\varepsilon_{xx}+\varepsilon_{yy})\) to first order, \(\partial A/\partial\varepsilon_{\alpha\beta}=A\delta_{\alpha\beta}\), and the product rule gives the Shuttleworth relation
\[
f_{\alpha\beta}=\frac1A\frac{\partial(\gamma A)}{\partial\varepsilon_{\alpha\beta}}=\gamma\,\delta_{\alpha\beta}+\frac{\partial\gamma}{\partial\varepsilon_{\alpha\beta}} .
\]
In a liquid, atoms move into the surface as it is stretched, \(\gamma\) is unchanged and \(f=\gamma\). In a solid strained at a fixed number of surface atoms the second term survives. For the model at its equilibrium lattice constant, \(\gamma=6.637\times10^{-4}\) and \(\partial\gamma/\partial\varepsilon_{xx}=2.192\times10^{-4}\), which add to \(f(0)=8.829\times10^{-4}\) Ha/bohr², or 1.375 N/m against \(\gamma=1.033\) N/m.

Using this definition directly requires relaxed energies at several strains and a numerical derivative of a small difference of large numbers. The stress tensor is an analytic derivative from a single calculation, which is the reason to build the scheme on it.

## The model and its stress

The energy is the second-moment tight-binding (Gupta) form
\[
E=\sum_i\Big[A_r\sum_{j}e^{-p(r_{ij}/r_0-1)}-\xi\sqrt{\rho_i}\Big],\qquad \rho_i=\sum_j e^{-2q(r_{ij}/r_0-1)},
\]
where \(j\) runs over all other atoms and periodic images. The round parameters are \(r_0=5\) bohr, \(A_r=0.004\) Ha, \(\xi=0.05\) Ha, \(p=10\), \(q=3\); they describe no particular element. Under strain a distance changes by \(\delta r=R_a\varepsilon_{ab}R_b/r\). The derivative of atom \(i\)'s energy with respect to one distance is \(-(p/r_0)A_re^{-p(r/r_0-1)}\) from the repulsion and \(-\xi/(2\sqrt{\rho_i})\times(-2q/r_0)\,e^{-2q(r/r_0-1)}\) from the band term. Dividing their sum by \(r\) defines \(w\), and the chain rule gives the virial:
\[
\Omega\sigma_{ab}=\sum_{i,j}w_{ij}R_aR_b,\qquad
w_{ij}=\frac{1}{r_0r}\Big[-pA_re^{-p(r/r_0-1)}+\frac{\xi q}{\sqrt{\rho_i}}e^{-2q(r/r_0-1)}\Big].
\]
The sum is over ordered pairs, as in the energy, so no factor ½ appears. All six components were tested against central differences of the energy to \(10^{-7}\) Ha, in a sheared cell with uneven layers and interacting images.

The (001) cell has vectors \((a/2)(1,1)\) and \((a/2)(-1,1)\) in cube axes, so \(A=a^2/2\). Alternate layers are shifted by \((a/2,0)\), and the cubic layer spacing is \(a/2\). The stress-free bulk has \(a_0=6.92956\) bohr, \(d_0=a_0/2=3.46478\) bohr and \(A_0=24.0094\) bohr². The misfit is \(\eta=a/a_0-1\), where \(a_0\) always means the equilibrium value of the same method that computes the slab.

## First failure: the stress depends on the vacuum

The stress itself cannot measure the surface, because it is divided by a volume that includes empty space. For \(N=10\) at fixed atomic heights, raising the gap from 30 to 40 bohr changes \(c\) from 60.746 to 70.746 bohr and lowers \(\sigma_{xx}\) from \(3.898\times10^{-5}\) to \(3.347\times10^{-5}\) Ha/bohr³. Multiplying the definition by \(c=\Omega/A\) removes the volume:
\[
c\,\sigma_{\alpha\beta}=\frac1A\frac{\partial E}{\partial\varepsilon_{\alpha\beta}} .
\]
An in-plane strain leaves heights and \(c\) unchanged, and once the slab does not feel its images, \(E\) does not depend on \(c\). The right side is then a property of the isolated slab. The height to use is therefore the full cell height, and no slab thickness has to be defined at this point. The products \(c\sigma_{xx}/2\) for the two gaps were tested to agree to \(10^{-9}\) relative and equal \(1.18383\times10^{-3}\) Ha/bohr². With interacting images the argument fails: at gaps of 8 and 6 bohr the product is \(1.18250\times10^{-3}\) and \(1.17057\times10^{-3}\), lower by 0.11 % and 1.1 % relative to the converged value. The interactions of this model decay exponentially. A slab with a net dipole or charge couples to its images electrostatically, and widening the gap alone does not then give this rapid convergence.

## Second question: clamped or relaxed

The definition of \(f\) uses energies relaxed at every strain, while the computed stress carries the atoms along with the homogeneous strain. Let \(z_i(\varepsilon)\) be the relaxed heights. The total derivative is
\[
\frac{dE}{d\varepsilon_{\alpha\beta}}=\frac{\partial E}{\partial\varepsilon_{\alpha\beta}}\Big|_{z}+\sum_i\frac{\partial E}{\partial z_i}\frac{dz_i}{d\varepsilon_{\alpha\beta}} .
\]
At relaxed positions every \(\partial E/\partial z_i\) is zero, so the sum vanishes and the clamped stress equals the relaxed derivative. The same argument covers in-plane displacements, whose forces vanish here by mirror symmetry.

Relaxation also fixes the normal stress. A strain \(\varepsilon_{zz}\) scales each \(z_i\) and \(c\) by \(1+\varepsilon_{zz}\), so \(\Omega\sigma_{zz}=\sum_i z_i\,\partial E/\partial z_i+c\,\partial E/\partial c\). The first term vanishes at zero forces and the second for decoupled images, so \(\sigma_{zz}=0\). This is a useful check whenever the reported stress and the forces are derivatives of the same energy, a condition that a spurious basis stress violates; for \(N=10\) to 16 it was tested as \(|\sigma_{zz}|<10^{-6}|\sigma_{xx}|\).

The theorem holds only at the relaxed geometry, and omitting relaxation is expensive. Near the minimum the energy changes at second order in the displacements \(\delta z_i\), but the stress changes at first order, by \(\Omega^{-1}\sum_i(\partial^2E/\partial\varepsilon\,\partial z_i)\,\delta z_i\) at fixed cell. The unrelaxed slab at \(\eta=0\) gives \(1.373\times10^{-3}\) Ha/bohr², or 2.138 N/m, which is 55.5 % above the relaxed \(f(0)\). A rough estimate accounts for the sign and size of the drop. The outermost spacing contracts by 2.71 % of \(d=3.438\) bohr, that is by 0.0932 bohr (values for \(\eta=0.005\)). A region of thickness \(d\) with normal strain \(\delta d/d\) acquires, in linear elasticity, the in-plane stress \(C_{12}\,\delta d/d\), and so adds \(C_{12}\,\delta d\) to each face. With \(C_{12}=4.705\times10^{-3}\) Ha/bohr³ this is \(-4.4\times10^{-4}\), against the computed \(8.83\times10^{-4}-1.373\times10^{-3}=-4.9\times10^{-4}\) Ha/bohr². The estimate applies a bulk constant at the surface and ignores deeper layers, so this reading is a conjecture and was not tested.

## Third failure: the drift with thickness

Differentiating the energy split and dividing by \(2A\) gives
\[
y_N\equiv\frac{c\,\sigma_{\alpha\beta}}{2}=\frac{1}{2A}\frac{dE_N}{d\varepsilon_{\alpha\beta}}=f_{\alpha\beta}+\frac{N}{2A}\frac{de_b}{d\varepsilon_{\alpha\beta}} .
\]
The naive rule \(f=c\sigma/2\) drops the last term, which is allowed only when the interior carries no stress in that component; for small biaxial misfits this means \(\eta=0\). There the fitted slope of \(y_N\) against \(N\) is \(-1.4\times10^{-13}\) Ha/bohr² per layer, tested to be below \(10^{-6}\) of \(f(0)\). Otherwise the periodic cell holds every layer at the wrong lattice constant, and every layer adds the same amount. A misfit arises when \(a\) is taken from experiment, from another functional or from a differently converged bulk run.

It remains to identify the interior state. Write the slab energy in terms of the spacings \(s_k=z_{k+1}-z_k\); zero forces mean \(\partial E/\partial s_k=0\) for every \(k\). Deep inside, the spacings share a value \(d\). Changing \(n\) consecutive interior spacings by \(\delta d\) changes the energy by \(n\,(\partial e/\partial d)\,\delta d\), where \(e(\varepsilon,d)\) is the bulk energy per atom, and all these spacings are equivalent, so \(\partial E/\partial s_k=\partial e/\partial d\). With volume \(Ad\) per atom and \(\varepsilon_{zz}=\delta d/d\), the bulk normal stress is \(\sigma^b_{zz}=(Ad)^{-1}d\,\partial e/\partial d=A^{-1}\partial e/\partial d\), which must therefore vanish. The interior is a crystal held in the plane and free along \(z\), tetragonal when the misfit is biaxial, with \(e_b(\varepsilon)=\min_d e(\varepsilon,d)\). By the stationarity argument of the previous section, \(de_b/d\varepsilon_{\alpha\beta}=\partial e/\partial\varepsilon_{\alpha\beta}|_d=Ad\,\sigma^b_{\alpha\beta}\). Substituting,
\[
\frac{c\,\sigma_{\alpha\beta}}{2}=f_{\alpha\beta}(\eta)+N\,s_{\alpha\beta},\qquad s_{\alpha\beta}=\frac{d\,\sigma^b_{\alpha\beta}}{2}.
\]
No linear elasticity has been used; the assumptions are zero forces, decoupled images, non-interacting faces and the mirror symmetry that keeps the layers from shifting sideways. On a face without that symmetry the same argument, applied to the lateral offsets between neighbouring layers, requires \(\sigma^b_{xz}=\sigma^b_{yz}=0\) in addition. For inequivalent faces the intercept is the mean of the two surface stresses.

The size of the slope follows from Hooke's law for a cubic crystal, at leading order in the misfit. With in-plane strains \(\eta_x,\eta_y\) along the cube axes,
\[
\sigma_{zz}=C_{12}(\eta_x+\eta_y)+C_{11}\varepsilon_{zz}=0\quad\Rightarrow\quad\varepsilon_{zz}=-\frac{C_{12}}{C_{11}}(\eta_x+\eta_y).
\]
Inserting this in \(\sigma_{xx}=C_{11}\eta_x+C_{12}\eta_y+C_{12}\varepsilon_{zz}\) and collecting terms,
\[
\sigma_{xx}=\Big(C_{11}-\frac{C_{12}^2}{C_{11}}\Big)\eta_x+\Big(C_{12}-\frac{C_{12}^2}{C_{11}}\Big)\eta_y ,
\]
and \(\sigma_{yy}\) follows by exchanging \(x\) and \(y\). For \(\eta_x=\eta_y=\eta\) the two brackets add:
\[
\sigma^b=M\eta,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}},\qquad d=d_0\Big(1-\frac{2C_{12}}{C_{11}}\eta\Big),\qquad s\simeq\frac{d_0M\eta}{2}=\frac{a_0M\eta}{4}.
\]
The change of \(d\) enters \(s\) only at order \(\eta^2\). The curvature of the bulk energy at \(a_0\) gives \(C_{11}=6.1836\times10^{-3}\) and \(C_{12}=4.7051\times10^{-3}\) Ha/bohr³, so \(2C_{12}/C_{11}=1.52179\) and \(M=6.1836\times10^{-3}+4.7051\times10^{-3}-1.52179\times4.7051\times10^{-3}=3.7285\times10^{-3}\) Ha/bohr³. To isolate the linear term, slab slopes at \(\eta=\pm t\) with \(t=5\times10^{-4}\) were subtracted: even orders cancel, and \([s(t)-s(-t)]/(t\,d_0)=M+O(t^2)\). The slabs give \(3.7286\times10^{-3}\). The uniaxial coefficients, \(2.6035\times10^{-3}\) for \(xx\) and \(1.1250\times10^{-3}\) for \(yy\), and the spacing coefficient 1.52179 were recovered in the same way. The tolerance was \(5\times10^{-4}\), relative to \(M\) for the moduli and to \(2C_{12}/C_{11}\) for the spacing.

For a relaxed slab with decoupled images and non-interacting faces, \(c\sigma_{\alpha\beta}/2\) is the surface stress plus a bulk term that grows with \(N\), set by an interior held in the plane and free along \(z\). It remains to show why a cubic bulk reference fails, to carry out the correction, and to examine what the intercept still depends on.
